# The 2n+1 theorem when the normalisation depends on the perturbation, part 2

Displacing an atom by a real $\lambda$ moves its ultrasoft projectors, so the overlap operator $S(\lambda)$ in the orbital normalisation changes. We ask how many orders of orbital response fix a given order of the energy $E(\lambda)$, and what $E^{(2)}$ and $E^{(3)}$ are. Hartree atomic units are used, with $X(\lambda)=\sum_k\lambda^kX^{(k)}$ without factorials. The ion-ion energy is left out.

The orbitals $\psi_i$ have fixed occupation 1; inside matrix elements of expanded operators, $\psi_i$ means $\psi_i^{(0)}$. The energy is $E[\psi;\lambda]=\sum_i\langle\psi_i|h(\lambda)|\psi_i\rangle+E_{Hxc}[n]$, with one-body operator $h$ and density $n(r)=\sum_i\langle\psi_i|K(r,\lambda)|\psi_i\rangle$. Here $K$ includes the moving augmentation and $S=\int K\,dr$. The first three functional derivatives of $E_{Hxc}$ are $v,f,g$, with $xfy=\iint x(r)f(r,r')y(r')$ and likewise $g\,xyz$. The constraint is $C_{ij}=\langle\psi_i|S|\psi_j\rangle-\delta_{ij}=0$. For a change $\chi_i$ of $\psi_i$,

$$\delta E=2\,\mathrm{Re}\sum_i\langle\chi_i|H|\psi_i\rangle,\qquad H=h+\int v\,K\,dr. \tag{1}$$

The self-consistent branch, smooth when the Hessian below is invertible, obeys

$$H\psi_i=\sum_jS\psi_j\,\Lambda_{ji},\qquad C_{ij}=0, \tag{2}$$

with $\Lambda$ Hermitian and $\Lambda^{(0)}_{ji}=\varepsilon_i\delta_{ji}$. A tilde marks quantities evaluated with orbitals truncated at order $n$. The Lagrangian $Z=E-\sum_{ij}\Lambda_{ji}C_{ij}$ is stationary on the branch, which gave, for $p\le2n+1$,

$$E^{(p)}=\tilde E^{(p)}-\sum_{s=0}^{p-n-1}\sum_{ij}\Lambda^{(s)}_{ji}\,\tilde C^{(p-s)}_{ij}. \tag{3}$$

For a trial $\varphi=\psi^{(n)}+\eta$, with $\Lambda$ truncated at order $n-1$,

$$\tilde Z^{(2n)}[\varphi]-E^{(2n)}=\mathcal Q[\eta]+\sum_{ij}\Lambda^{(n)}_{ji}B_{ij}[\eta], \tag{7}$$

where $B_{ij}[\eta]=\langle\eta_i|S^{(0)}|\psi_j\rangle+\langle\psi_i|S^{(0)}|\eta_j\rangle$ and

$$\mathcal Q[\eta]=\sum_i\langle\eta_i|H^{(0)}-\varepsilon_iS^{(0)}|\eta_i\rangle+\tfrac12\,\mu_\eta f\mu_\eta,\qquad \mu_\eta=2\,\mathrm{Re}\sum_i\langle\eta_i|K^{(0)}|\psi_i\rangle. \tag{4}$$

Decompose $\eta_i=\sum_j\psi_j\alpha_{ji}+\sum_c\psi_cu_{ci}$, where $\psi_c,\varepsilon_c$ are the empty solutions of $H^{(0)}\phi=\varepsilon S^{(0)}\phi$. If $B[\eta]=0$, the occupied part $\alpha$ drops out of $\mathcal Q$, leaving the orbital Hessian form $\sum_{ci}(\varepsilon_c-\varepsilon_i)|u_{ci}|^2+\frac12\mu f\mu$, which is positive definite for a stable state.

### Explicit expansion for $n=1$

Put $\tilde\psi=\psi+\lambda\varphi$ and $\tilde\Lambda=\Lambda^{(0)}+\lambda\Lambda^{(1)}$. Let $\Delta=\tilde n-n^{(0)}$ and expand $E_{Hxc}=E_{Hxc}[n^{(0)}]+\int v^{(0)}\Delta+\frac12\Delta f\Delta+\frac16g\,\Delta\Delta\Delta+\dots$, with $f,g$ at $n^{(0)}$. The term $\int v^{(0)}\tilde n$ is a one-body expectation value and joins $h$, and so does the term in $\Lambda^{(0)}$. Define

$$\bar H^{(k)}=h^{(k)}+\int v^{(0)}K^{(k)}dr,\qquad A_i^{(k)}=\bar H^{(k)}-\varepsilon_iS^{(k)},$$

the Hamiltonian with the screening potential frozen and the augmentation moving; $\bar H^{(0)}=H^{(0)}$ and $A_i^{(0)}\psi_i=0$. Then

$$\tilde Z=\text{const}+\sum_i\langle\tilde\psi_i|A_i(\lambda)|\tilde\psi_i\rangle+\tfrac12\Delta f\Delta+\tfrac16g\,\Delta\Delta\Delta-\lambda\sum_{ij}\Lambda^{(1)}_{ji}\tilde C_{ij}+O(\lambda^4), \tag{8}$$

where the constant is $\sum\varepsilon_i+E_{Hxc}[n^{(0)}]-\int v^{(0)}n^{(0)}=E^{(0)}$. For any Hermitian $X(\lambda)$ the coefficient of $\lambda^k$ in $\langle\tilde\psi|X|\tilde\psi\rangle$ is $\langle\varphi|X^{(k-2)}|\varphi\rangle+2\,\mathrm{Re}\langle\varphi|X^{(k-1)}|\psi\rangle+\langle\psi|X^{(k)}|\psi\rangle$. Applied to $K$ this gives $\Delta=\lambda n^{(1)}+\lambda^2\tilde n^{(2)}+\dots$ with

$$n^{(1)}=\sum_i\big[2\,\mathrm{Re}\langle\varphi_i|K^{(0)}|\psi_i\rangle+\langle\psi_i|K^{(1)}|\psi_i\rangle\big],$$

$$\tilde n^{(2)}=\sum_i\big[\langle\varphi_i|K^{(0)}|\varphi_i\rangle+2\,\mathrm{Re}\langle\varphi_i|K^{(1)}|\psi_i\rangle+\langle\psi_i|K^{(2)}|\psi_i\rangle\big],$$

and applied to $S$,

$$\tilde C^{(1)}_{ij}=B_{ij}[\varphi]+S^{(1)}_{ij},\qquad S^{(1)}_{ij}=\langle\psi_i|S^{(1)}|\psi_j\rangle,$$

$$\tilde C^{(2)}_{ij}=\langle\varphi_i|S^{(0)}|\varphi_j\rangle+\langle\varphi_i|S^{(1)}|\psi_j\rangle+\langle\psi_i|S^{(1)}|\varphi_j\rangle+\langle\psi_i|S^{(2)}|\psi_j\rangle .$$

At first order the cross term $2\,\mathrm{Re}\langle\varphi|A^{(0)}|\psi\rangle$ vanishes and $\tilde C^{(0)}=0$, which leaves the force formula (the electronic force is $-E^{(1)}$)

$$E^{(1)}=\sum_i\langle\psi_i|\bar H^{(1)}-\varepsilon_iS^{(1)}|\psi_i\rangle. \tag{9}$$

At second order the multiplier term is $-\sum\Lambda^{(1)}_{ji}\tilde C^{(1)}_{ij}$, which vanishes on the constraint, so

$$E^{(2)}[\varphi]=\sum_i\Big[\langle\varphi_i|A_i^{(0)}|\varphi_i\rangle+2\,\mathrm{Re}\langle\varphi_i|A_i^{(1)}|\psi_i\rangle+\langle\psi_i|A_i^{(2)}|\psi_i\rangle\Big]+\tfrac12\,n^{(1)}f\,n^{(1)}, \tag{10}$$

$$\langle\varphi_i|S^{(0)}|\psi_j\rangle+\langle\psi_i|S^{(0)}|\varphi_j\rangle=-S^{(1)}_{ij}, \tag{11}$$

and $E^{(2)}$ is the minimum of (10) under (11). At third order $\frac12\Delta f\Delta$ contributes two equal cross terms, $n^{(1)}f\tilde n^{(2)}=\int v^{(1)}\tilde n^{(2)}$ with $v^{(1)}=fn^{(1)}$. With $\varphi=\psi^{(1)}$,

$$E^{(3)}=\sum_i\Big[\langle\psi_i^{(1)}|A_i^{(1)}|\psi_i^{(1)}\rangle+2\,\mathrm{Re}\langle\psi_i^{(1)}|A_i^{(2)}|\psi_i\rangle+\langle\psi_i|A_i^{(3)}|\psi_i\rangle\Big]+\int v^{(1)}\tilde n^{(2)}+\tfrac16\,g\,n^{(1)}n^{(1)}n^{(1)}-\sum_{ij}\Lambda^{(1)}_{ji}\tilde C^{(2)}_{ij}. \tag{12}$$

The equation for $\psi^{(1)}$ is the stationarity condition of the second-order coefficient of (8) with its multiplier term kept. Varying $\langle\varphi_i|$ gives $A_i^{(0)}\varphi_i+A_i^{(1)}\psi_i$ from the bracket, $\int v^{(1)}K^{(0)}\psi_i$ from the kernel term and $-\sum_jS^{(0)}\psi_j\Lambda^{(1)}_{ji}$ from the constraint. With $H^{(1)}=\bar H^{(1)}+\int v^{(1)}K^{(0)}$ this is the generalised Sternheimer equation

$$(H^{(0)}-\varepsilon_iS^{(0)})\psi_i^{(1)}+(H^{(1)}-\varepsilon_iS^{(1)})\psi_i=\sum_jS^{(0)}\psi_j\Lambda^{(1)}_{ji}. \tag{13}$$

Projecting on $\langle\psi_j|$, with $\langle\psi_j|H^{(0)}=\varepsilon_j\langle\psi_j|S^{(0)}$, gives

$$\Lambda^{(1)}_{ji}=\langle\psi_j|H^{(1)}-\varepsilon_iS^{(1)}|\psi_i\rangle+(\varepsilon_j-\varepsilon_i)\langle\psi_j|S^{(0)}|\psi_i^{(1)}\rangle. \tag{14}$$

In the gauge where the occupied component $\alpha_{ji}=\langle\psi_j|S^{(0)}|\psi^{(1)}_i\rangle$ is Hermitian (the parallel gauge), (11) gives $\alpha_{ji}=-\frac12S^{(1)}_{ji}$. The coefficient of $S^{(1)}_{ji}$ in (14) becomes $-\varepsilon_i-\frac12(\varepsilon_j-\varepsilon_i)$, so

$$\Lambda^{(1)}_{ji}=\langle\psi_j|H^{(1)}-\tfrac12(\varepsilon_i+\varepsilon_j)S^{(1)}|\psi_i\rangle. \tag{15}$$

Projecting (13) on an empty state gives $(\varepsilon_c-\varepsilon_i)u_{ci}=-\langle\psi_c|H^{(1)}-\varepsilon_iS^{(1)}|\psi_i\rangle$, a linear system for $u$ because $H^{(1)}$ depends on $u$ through $n^{(1)}$. The first-order density has three sources: the empty-space response $u$, the occupied component $-\frac12S^{(1)}$ that restores the norm, and the moving augmentation $K^{(1)}$. The last two are fixed before the system is solved.

## Second derivation: elimination order by order

No auxiliary functional is introduced here. The starting point is $E(\lambda)=E[\psi(\lambda);\lambda]$ with the full series for $\psi$, and the high-order orbitals are removed by algebra.

The coefficient $E^{(p)}$ is a sum of monomials, each a multilinear form in factors $\psi^{(k)}$ and operator coefficients whose orders add up to $p$. Call $\psi^{(k)}$ high if $k>n$, and let $p\le2n+1$. Two high factors would have a total order of at least $2n+2>p$, so every monomial contains at most one. The monomials with none add up to $\tilde E^{(p)}$. The others are linear in one high $\psi^{(k)}$, with a coefficient of order $p-k\le n$ that contains no high orbital. To find that coefficient, replace $\psi^{(k)}$ by $\psi^{(k)}+t\chi$. The orbitals change by $t\lambda^k\chi$, so by (1) the energy changes by $t\lambda^k\,2\,\mathrm{Re}\sum\langle\chi_i|H\psi_i\rangle$, whose coefficient of $\lambda^p$ is $2t\,\mathrm{Re}\sum\langle\chi_i|(H\psi_i)^{(p-k)}\rangle$. Hence

$$E^{(p)}=\tilde E^{(p)}+\sum_{k=n+1}^{p}2\,\mathrm{Re}\sum_i\langle\psi_i^{(k)}|(H\psi_i)^{(p-k)}\rangle. \tag{16}$$

The same counting applied to the constraint at any order $l$ with $1\le l\le2n+1$ gives

$$0=C^{(l)}_{ij}=\tilde C^{(l)}_{ij}+\sum_{k=n+1}^{l}\Big[\langle\psi_i^{(k)}|(S\psi_j)^{(l-k)}\rangle+\langle(S\psi_i)^{(l-k)}|\psi_j^{(k)}\rangle\Big]. \tag{17}$$

The self-consistency condition says that $H\psi_i$ lies in the span of the $S\psi_j$, with coefficients $\Lambda_{ji}=\langle\psi_j|H|\psi_i\rangle$. For real $\lambda$ each coefficient $\Lambda^{(s)}$ is Hermitian. At order $p-k$, which is at most $n$,

$$(H\psi_i)^{(p-k)}=\sum_{s=0}^{p-k}\sum_j(S\psi_j)^{(p-k-s)}\Lambda^{(s)}_{ji}.$$

Insert this in (16) and exchange the sums over $k$ and $s$: $s$ runs from $0$ to $p-n-1$ and, for given $s$, $k$ runs from $n+1$ to $p-s$. Write $2\,\mathrm{Re}$ as a term plus its conjugate and relabel $i\leftrightarrow j$ in the conjugate, using $\Lambda^{(s)*}_{ji}=\Lambda^{(s)}_{ij}$:

$$E^{(p)}=\tilde E^{(p)}+\sum_{s=0}^{p-n-1}\sum_{ij}\Lambda^{(s)}_{ji}\sum_{k=n+1}^{p-s}\Big[\langle\psi_i^{(k)}|(S\psi_j)^{(p-s-k)}\rangle+\langle(S\psi_i)^{(p-s-k)}|\psi_j^{(k)}\rangle\Big].$$

The inner sum is the one in (17) with $l=p-s$ and equals $-\tilde C^{(p-s)}_{ij}$. This is (3) again. The high orbitals entered only through (17); their own response equations were never used.

### The cases $p=2$ and $p=3$ written out

Take $n=1$. The exact second-order density is $n^{(2)}=\tilde n^{(2)}+\mu_2$ with $\mu_2=2\,\mathrm{Re}\sum\langle\psi^{(2)}|K^{(0)}|\psi\rangle$. In $E^{(2)}$ the orbital $\psi^{(2)}$ appears in $2\,\mathrm{Re}\langle\psi^{(2)}|h^{(0)}|\psi\rangle$ and in $\int v^{(0)}\mu_2$, together

$$2\,\mathrm{Re}\sum_i\langle\psi_i^{(2)}|H^{(0)}|\psi_i\rangle=\sum_i\varepsilon_i\,2\,\mathrm{Re}\langle\psi_i^{(2)}|S^{(0)}|\psi_i\rangle=-\sum_i\varepsilon_i\tilde C^{(2)}_{ii},$$

by the eigenvalue equation and the second-order constraint. The remainder is $\tilde E^{(2)}=\sum[\langle\psi^{(1)}|\bar H^{(0)}|\psi^{(1)}\rangle+2\,\mathrm{Re}\langle\psi^{(1)}|\bar H^{(1)}|\psi\rangle+\langle\psi|\bar H^{(2)}|\psi\rangle]+\frac12n^{(1)}fn^{(1)}$. The three pieces of $\tilde C^{(2)}_{ii}$ have the same pattern with $S$ in place of $\bar H$, so subtracting $\varepsilon_i\tilde C^{(2)}_{ii}$ turns each $\bar H^{(k)}$ into $A_i^{(k)}$. This is (10) at $\varphi=\psi^{(1)}$.

In $E^{(3)}$ the orbital $\psi^{(3)}$ appears as $2\,\mathrm{Re}\sum\langle\psi^{(3)}|H^{(0)}|\psi\rangle$. The orbital $\psi^{(2)}$ appears in three places: with $\psi^{(1)}$ in $2\,\mathrm{Re}\langle\psi^{(2)}|H^{(0)}|\psi^{(1)}\rangle$, with the first-order operators in $2\,\mathrm{Re}\langle\psi^{(2)}|\bar H^{(1)}|\psi\rangle$, and in the kernel term as $n^{(1)}f\mu_2=2\,\mathrm{Re}\sum\langle\psi^{(2)}|\int v^{(1)}K^{(0)}|\psi\rangle$. The last two add to $H^{(1)}$. The first order of (2) is

$$H^{(0)}\psi_i^{(1)}+H^{(1)}\psi_i=\varepsilon_i\big(S^{(0)}\psi_i^{(1)}+S^{(1)}\psi_i\big)+\sum_jS^{(0)}\psi_j\Lambda^{(1)}_{ji},$$

which is (13), obtained here by expanding the self-consistency condition. The high terms of $E^{(3)}$ are then

$$\sum_i\varepsilon_i\,2\,\mathrm{Re}\Big[\langle\psi_i^{(3)}|S^{(0)}|\psi_i\rangle+\langle\psi_i^{(2)}|S^{(0)}|\psi_i^{(1)}\rangle+\langle\psi_i^{(2)}|S^{(1)}|\psi_i\rangle\Big]+\sum_{ij}\Lambda^{(1)}_{ji}B_{ij}[\psi^{(2)}].$$

The first sum collects exactly the high terms of $C^{(3)}_{ii}$ and equals $-\sum\varepsilon_i\tilde C^{(3)}_{ii}$, which again turns $\bar H^{(k)}$ into $A_i^{(k)}$ in $\tilde E^{(3)}$. The second equals $-\sum\Lambda^{(1)}_{ji}\tilde C^{(2)}_{ij}$. The nonlinear part of $\tilde E^{(3)}$ is $n^{(1)}f\tilde n^{(2)}+\frac16g\,n^{(1)}n^{(1)}n^{(1)}$, and (12) follows.

### The variational property as a separate step

The elimination gives the value of $E^{(2)}$ at the exact $\psi^{(1)}$. To see that it is a minimum, read (10) as a functional and insert $\varphi=\psi^{(1)}+\eta$. The first-order density becomes $n^{(1)}+\mu_\eta$. The terms quadratic in $\eta$ are $\mathcal Q[\eta]$. The linear terms are $2\,\mathrm{Re}\sum\langle\eta_i|A_i^{(0)}\psi_i^{(1)}+A_i^{(1)}\psi_i\rangle+\mu_\eta fn^{(1)}$, which is $2\,\mathrm{Re}\sum\langle\eta_i|$ acting on the left side of (13). Replacing it by the right side,

$$E^{(2)}[\psi^{(1)}+\eta]-E^{(2)}=\mathcal Q[\eta]+\sum_{ij}\Lambda^{(1)}_{ji}B_{ij}[\eta], \tag{18}$$

which is (7) for $n=1$, and exact because (10) is quadratic. The decomposition of $\mathcal Q$ given after (7) completes the argument.

## Gauge, limits and failures

Equation (12) was derived for any smooth branch with diagonal $\Lambda^{(0)}$. The branch $\psi\,e^{\lambda a}$, with $a$ anti-Hermitian, has the same $E(\lambda)$, first-order orbitals $\psi_i^{(1)}+\sum_j\psi_ja_{ji}$, and multipliers $e^{-\lambda a}\Lambda e^{\lambda a}$ whose first order is $\Lambda^{(1)}_{ji}+(\varepsilon_j-\varepsilon_i)a_{ji}$, in agreement with (14). So $E^{(3)}$ is gauge invariant as a sum, provided $\Lambda^{(1)}$ is taken from (14) in the gauge of the orbitals. Two of its six terms are invariant one by one: $\sum_i\langle\psi_i|A_i^{(3)}|\psi_i\rangle$, which contains only unperturbed orbitals, and $\frac16g\,n^{(1)}n^{(1)}n^{(1)}$, which contains only the physical first-order density. The other four in general change with the gauge, and only their sum is fixed.

For a norm-conserving potential $K=|r\rangle\langle r|$ and $S=1$. The parallel-gauge $\psi^{(1)}$ is orthogonal to the occupied space, $\Lambda^{(1)}_{ji}=\langle\psi_j|H^{(1)}|\psi_i\rangle$, and the multiplier term of (12) reduces to $-\sum\Lambda^{(1)}_{ji}\langle\psi_i^{(1)}|\psi_j^{(1)}\rangle$. The first-order multiplier is thus needed even with a fixed constraint; the moving constraint adds the $S^{(k)}$ terms in $A_i^{(k)}$, in (11), in (15) and in $\tilde C^{(2)}$.

For one orbital and no interaction, $f=g=0$, $E=\Lambda=\varepsilon(\lambda)$ and $H\psi=\varepsilon S\psi$ is a generalised eigenproblem. Distributing the three pieces of $\varepsilon^{(1)}\tilde C^{(2)}$ over the three brackets of (12) gives

$$\varepsilon^{(3)}=\langle\psi^{(1)}|H^{(1)}-\varepsilon S^{(1)}-\varepsilon^{(1)}S^{(0)}|\psi^{(1)}\rangle+2\,\mathrm{Re}\langle\psi^{(1)}|H^{(2)}-\varepsilon S^{(2)}-\varepsilon^{(1)}S^{(1)}|\psi\rangle+\langle\psi|H^{(3)}-\varepsilon S^{(3)}-\varepsilon^{(1)}S^{(2)}|\psi\rangle. \tag{19}$$

A case solvable by hand fixes the signs. Let $H$ be constant and $S=(1+\lambda)S^{(0)}$, so that $\varepsilon(\lambda)=\varepsilon/(1+\lambda)=\varepsilon(1-\lambda+\lambda^2-\lambda^3+\dots)$. Equation (9) gives $-\varepsilon$, and (11) gives $\psi^{(1)}=-\frac12\psi$. In (10) only $2\langle\psi^{(1)}|-\varepsilon S^{(0)}|\psi\rangle=+\varepsilon$ survives. In (19) the first bracket is $\frac14(-\varepsilon+\varepsilon)=0$, the second is $2(-\frac12)(+\varepsilon)=-\varepsilon$ and the third is zero. All three orders are right, and the second and third come entirely from the occupied component of $\psi^{(1)}$.

For several displacements $\lambda d_a$ along a real pattern $d$, $\psi^{(1)}$ and $\Lambda^{(1)}$ are linear in $d$, when the parallel gauge is used, so (10) and (12) are quadratic and cubic forms in $d$. Because the series carry no factorials, the force-constant matrix is twice the symmetrised coefficients of (10), and the cubic tensor is six times those of (12).

The conditions can fail in distinct ways. If the Hessian has a zero eigenvalue, the linear system for $u$ is singular and a smooth branch is not guaranteed, so the expansion itself is in doubt. If the Hessian is invertible but has a negative eigenvalue, (3), (10) and (12) hold as values, but the stationary value (10) is not a minimum. In a metal the occupations respond to $\lambda$ and must be added to the variables, which the fixed-occupation functional does not do. If $E_{Hxc}$ depends on $\lambda$ explicitly, as with a core charge that moves with the atom, (3) still holds, since neither proof used the source of the $\lambda$ dependence, but (9), (10) and (12) acquire the core density coefficients in $\Delta$ for the exchange-correlation part.

The second- and third-order energies are now explicit, and a second derivation by elimination has confirmed them, with their gauge behaviour, limits and failure conditions stated. What remains is to test the formulas numerically in a one-dimensional model and to compare what the two derivations assume.
